# The core-valence density block in frozen-core coupled-cluster gradients: test program

```python
"""Frozen-core CCSD gradients for C2H2/STO-3G (both C 1s frozen).
Tests: (a) invariance / non-invariance under orbital rotations; (b) orbital gradient
X_iI vs finite differences; (c) symmetry of the total generalized Fock matrix;
(d,e) relaxed density with D_iI = -X_iI/(2(e_i-e_I)) vs finite field; (f) nuclear
gradient vs finite differences. Atomic units inside, SI on output."""
import itertools
import numpy as np
import h5py
from scipy.linalg import expm, eigh
from scipy.constants import physical_constants as pc, e as QE
from pyscf import gto, scf, lib
from pyscf.cc import ccsd, ccsd_lambda

_count = itertools.count()
class MemoryH5(h5py.File):  # keep pyscf scratch data in memory
    def __init__(self, *args, **kwargs):
        super().__init__("mem%d" % next(_count), "w", driver="core", backing_store=False)
lib.H5TmpFile = MemoryH5
lib.misc.H5TmpFile = MemoryH5
scf.hf.MUTE_CHKFILE = True

EH, A0 = pc["Hartree energy"][0], pc["Bohr radius"][0]
RCC, RCH = 1.203e-10, 1.063e-10
NC, NO, N = 2, 7, 12
core, val, occ, vir = slice(0, NC), slice(NC, NO), slice(0, NO), slice(NO, N)

def molecule(dr=0.0):
    zc = RCC / A0 / 2 + dr / 2
    zh = zc + RCH / A0
    return gto.M(atom=[("C", (0, 0, -zc)), ("C", (0, 0, zc)), ("H", (0, 0, -zh)),
                       ("H", (0, 0, zh))], unit="Bohr", basis="sto-3g", verbose=0)

def quadrupole(mol):
    rr = mol.intor("int1e_rr").reshape(3, 3, N, N)
    return rr[2, 2] - 0.5 * (rr[0, 0] + rr[1, 1])

def mo4(g, C):
    return np.einsum("abcd,ap,bq,cr,ds->pqrs", g, C, C, C, C, optimize=True)

def fock(h, g):
    return h + 2 * np.einsum("pqkk->pq", g[:, :, occ, occ]) - np.einsum("pkkq->pq", g[:, occ, occ, :])

def amat(g):
    return 4 * g - np.einsum("prqs->pqrs", g) - np.einsum("psqr->pqrs", g)

def hessian(f, g):
    H = (amat(g)[vir, occ, vir, occ] + np.einsum("ab,kl->akbl", f[vir, vir], np.eye(NO))
         - np.einsum("ab,kl->akbl", np.eye(N - NO), f[occ, occ]))
    return H.reshape((N - NO) * NO, -1)

def rhf(mol, eta=0.0):
    """RHF polished by Newton steps, canonical, phases fixed on the first C 1s AO."""
    hao = mol.intor("int1e_kin") + mol.intor("int1e_nuc") + eta * quadrupole(mol)
    gao = mol.intor("int2e").reshape(N, N, N, N)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.get_hcore = lambda *a: hao
    mf.conv_tol = 1e-10
    mf.kernel()
    C = mf.mo_coeff.copy()
    for _ in range(3):
        g = mo4(gao, C)
        f = fock(C.T @ hao @ C, g)
        x = np.linalg.solve(hessian(f, g), -f[vir, occ].ravel()).reshape(N - NO, NO)
        K = np.zeros((N, N)); K[vir, occ] = x; K[occ, vir] = -x.T
        C = C @ expm(K)
    f = fock(C.T @ hao @ C, mo4(gao, C))
    for s in (occ, vir):
        C[:, s] = C[:, s] @ eigh(f[s, s])[1]
    C = C * np.where(C[0] < -1e-6, -1.0, 1.0)
    h, g = C.T @ hao @ C, mo4(gao, C)
    f = fock(h, g)
    assert abs(f - np.diag(np.diag(f))).max() < 1e-10
    mf.mo_coeff, mf.mo_energy = C, np.diag(f).copy()
    return mf, C, h, g, f, np.trace((h + f)[occ, occ]) + mol.energy_nuc()

def fixed_point(update, a1, a2):
    """DIIS-type solver, converged to 1e-11 in the amplitude norm."""
    unpack = lambda v: (v[:a1.size].reshape(a1.shape).copy(), v[a1.size:].reshape(a2.shape).copy())
    x, gs, es = np.concatenate([a1.ravel(), a2.ravel()]), [], []
    for _ in range(150):
        gx = np.concatenate([np.asarray(u).ravel() for u in update(*unpack(x))])
        err = gx - x
        if np.linalg.norm(err) < 1e-11:
            return unpack(gx)
        gs, es = (gs + [gx])[-8:], (es + [err])[-8:]
        x = gx
        if len(es) > 1:
            dE = np.array(es[:-1]) - err
            nrm = np.linalg.norm(dE, axis=1)
            c = np.linalg.lstsq((dE / nrm[:, None]).T, -err, rcond=None)[0] / nrm
            x = gx + c @ (np.array(gs[:-1]) - gx)
    raise RuntimeError("amplitudes not converged")

def run_cc(mf, C, frozen=NC, guess=None):
    my = ccsd.CCSD(mf, frozen=frozen, mo_coeff=C)
    my.incore_complete, my.async_io = True, False
    eris = my.ao2mo()
    o, v = my.nocc, my.nmo - my.nocc
    t = guess or (np.zeros((o, v)), np.zeros((o, o, v, v)))
    t = fixed_point(lambda a, b: my.update_amps(a, b, eris), *t)
    return float(my.energy(t[0], t[1], eris)), t, my, eris

def fd4(fun, s):
    return (8 * (fun(s) - fun(-s)) - (fun(2 * s) - fun(-2 * s))) / (12 * s)

def sym8(G):
    G = (G + G.transpose(1, 0, 2, 3)) / 2
    G = (G + G.transpose(0, 1, 3, 2)) / 2
    return (G + G.transpose(2, 3, 0, 1)) / 2

def separable(d):
    """Two-particle density of sum_pq d_pq (f_pq - h_pq)."""
    G = np.zeros((N,) * 4)
    for k in range(NO):
        G[:, :, k, k] += 2 * d; G[k, k] += 2 * d
        G[:, k, k, :] -= d; G[k, :, :, k] -= d
    return sym8(G)

def pair(p, q, th):
    K = np.zeros((N, N)); K[p, q] = th; K[q, p] = -th
    return K

# reference, amplitudes, multipliers, densities
mol = molecule()
mf, C, h, g, f, ehf = rhf(mol)
eps = np.diag(f)
ec, t0, my, eris = run_cc(mf, C)
imds = ccsd_lambda.make_intermediates(my, t0[0], t0[1], eris)
l0 = fixed_point(lambda a, b: ccsd_lambda.update_lambda(my, t0[0], t0[1], a, b, eris, imds), *t0)
gam = my.make_rdm1(*t0, *l0); gam = (gam + gam.T) / 2
Gam = sym8(my.make_rdm2(*t0, *l0))
assert abs(np.sum(gam * h) + 0.5 * np.sum(Gam * g) + mol.energy_nuc() - ehf - ec) < 1e-9
genfock = lambda D, G: h @ D + np.einsum("prst,qrst->pq", g, G)
F = genfock(gam, Gam)
X = 2 * (F - F.T)
names, seen = [], {}
for p in range(NO):
    s = "pi_u" if abs(C[0, p]) < 1e-6 else ("sg" if C[0, p] * C[5, p] > 0 else "su")
    seen[s] = seen.get(s, 0) + 1
    names.append("1pi_u" if s == "pi_u" else "%d%s" % (seen[s], s))
print(f"E_h = {EH:.7e} J, a0 = {A0:.7e} m, e = {QE:.7e} C")
print(f"R_CC = {RCC:.4e} m, R_CH = {RCH:.4e} m, STO-3G, {N} MOs, {NC} core, {NO-NC} valence")
for p in range(NO):
    print(f"eps({names[p]}) = {eps[p]*EH:.6e} J")
print(f"E_HF = {ehf*EH:.9e} J")
print(f"E_c frozen core = {ec*EH:.7e} J")

# (a) finite rotations
iv, ic = np.unravel_index(abs(X[val, core]).argmax(), (NO - NC, NC)); iv += NC
rot = lambda K, fr=NC, gs=t0: run_cc(mf, C @ expm(K), fr, gs)[0]
ec_ae, t_ae = run_cc(mf, C, None)[:2]
print(f"E_c all electron = {ec_ae*EH:.7e} J")
th = 0.05
print(f"rotation angle = {th} rad, core-valence pair = ({names[iv]},{names[ic]})")
for lab, (p, q) in (("core-core", (1, 0)), ("val-val", (4, 2)), ("virt-virt", (N - 1, N - 3))):
    de = rot(pair(p, q, th)) - ec
    print(f"dE_c {lab}, frozen core = {de*EH:.1e} J"); assert abs(de) < 1e-9
de_ae = rot(pair(iv, ic, th), None, t_ae) - ec_ae
de_fc = rot(pair(iv, ic, th)) - ec
print(f"dE_c core-val, all electron = {de_ae*EH:.1e} J")
print(f"dE_c core-val, frozen core = {de_fc*EH:.5e} J")
assert abs(de_ae) < 1e-9 and abs(de_fc) > 1e-6

# (b) orbital gradient
for s in (core, val, vir):
    assert abs(X[s, s]).max() < 1e-8
x_fd = fd4(lambda a: rot(pair(iv, ic, a)), 2e-3)
print(f"X largest pair: formula {X[iv,ic]*EH:.7e}, finite diff {x_fd*EH:.7e} J/rad")
assert abs(x_fd - X[iv, ic]) < 5e-8
R = np.random.default_rng(1).normal(size=(NO - NC, NC)); R /= np.linalg.norm(R)
KR = np.zeros((N, N)); KR[val, core] = R; KR[core, val] = -R.T
assert abs(fd4(lambda a: rot(a * KR), 2e-3) - np.sum(R * X[val, core])) < 5e-8
P = np.diag([1.0] * NO + [0.0] * (N - NO))
Gc = Gam - separable(gam - 2 * P) - separable(P)
assert abs(Gc[core]).max() < 1e-10 and abs(gam[val, core]).max() < 1e-12
X_explicit = -2 * np.einsum("Irst,irst->iI", g[core, NC:, NC:, NC:], Gc[val, NC:, NC:, NC:])
assert abs(X_explicit - X[val, core]).max() < 1e-9

# relaxed densities
gap = eps[val, None] - eps[None, core]
z = -X[val, core] / gap
A, H = amat(g), hessian(f, g)
def relaxed(z_density, z_rhs):
    rhs = X[vir, occ] + np.einsum("iI,iIak->ak", z_rhs, A[val, core, vir, occ])
    zov = np.linalg.solve(H, -rhs.ravel()).reshape(N - NO, NO)
    d = np.zeros((N, N)); d[val, core] = z_density / 2; d[vir, occ] = zov / 2
    d = d + d.T
    D, G = gam + d, Gam + separable(d)
    return D, G, genfock(D, G)
full, nocouple, none = relaxed(z, z), relaxed(z, 0 * z), relaxed(0 * z, 0 * z)
asym = [abs(r[2] - r[2].T).max() for r in (full, nocouple, none)]
print(f"max|F-F^T|: full {asym[0]*EH:.1e}, no coupling {asym[1]*EH:.3e}, no block {asym[2]*EH:.3e} J")
assert asym[0] < 1e-8 and asym[1] > 1e-7 and asym[2] > 1e-6          # (c)

# (d,e) one-electron perturbation eta*q
S = mol.intor("int1e_ovlp")
q = C.T @ quadrupole(mol) @ C
def field(eta):
    m, Ce, _, _, _, e0 = rhf(mol, eta)
    return np.concatenate([[e0 + run_cc(m, Ce)[0]], (C.T @ S @ Ce)[val, core].ravel()])
res = fd4(field, 1e-3)
q_fd, dk = res[0], res[1:].reshape(NO - NC, NC)
dkov = np.linalg.solve(H, -q[vir, occ].ravel()).reshape(N - NO, NO)
dk_formula = -(q[val, core] + np.einsum("iIak,ak->iI", A[val, core, vir, occ], dkov)) / gap
assert abs(dk - dk_formula).max() < 1e-7
for i in range(NC, NO):
    for I in range(NC):
        if abs(X[i, I]) > 1e-8:
            j = i - NC
            print(f"({names[i]},{names[I]}): X = {X[i,I]*EH:.6e} J/rad, gap = {gap[j,I]*EH:.6e} J")
            print(f"   z = {z[j,I]:.6e}, D_iI = {z[j,I]/2:.6e}, q_iI = {q[i,I]*A0**2:.6e} m^2")
            print(f"   dkappa/deta = {dk[j,I]*A0**2/EH:.6e} rad m^2/J")
qs = [np.sum(r[0] * q) for r in (full, nocouple, none)]
tol = 5e-8
print(f"field step eta = {1e-3*EH/A0**2:.4e} J/m^2")
print(f"dE/deta finite field    = {q_fd*A0**2:.9e} m^2")
print(f"dE/deta full density    = {qs[0]*A0**2:.9e} m^2")
print(f"dE/deta no Z coupling   = {qs[1]*A0**2:.9e} m^2")
print(f"dE/deta no core-val     = {qs[2]*A0**2:.9e} m^2")
print(f"dE/deta unrelaxed gamma = {np.sum(gam*q)*A0**2:.9e} m^2")
print(f"direct part sum z q = {np.sum(z*q[val,core])*A0**2:.6e} m^2")
print(f"coupling part = {(qs[0]-qs[1])*A0**2:.6e} m^2")
loss = np.sum(X[val, core] * dk)
print(f"loss full-none = {(qs[0]-qs[2])*A0**2:.6e}, sum X dkappa = {loss*A0**2:.6e} m^2")
print(f"electronic Theta_zz = {-QE*qs[0]*A0**2:.7e} C m^2")
assert abs(qs[0] - q_fd) < tol and abs(qs[2] - q_fd) > 5 * tol
assert abs(qs[0] - qs[2] - loss) < 1e-8

# (f) nuclear gradient along R_CC at fixed R_CH
def total_energy(dr):
    m, Cd, _, _, _, e0 = rhf(molecule(dr))
    return e0 + run_cc(m, Cd)[0]
step = 2e-3
g_fd = fd4(total_energy, step)
hx = C.T @ fd4(lambda d: molecule(d).intor("int1e_kin") + molecule(d).intor("int1e_nuc"), step) @ C
Sx = C.T @ fd4(lambda d: molecule(d).intor("int1e_ovlp"), step) @ C
gx = mo4(fd4(lambda d: molecule(d).intor("int2e").reshape(N, N, N, N), step), C)
vx = fd4(lambda d: molecule(d).energy_nuc(), step)
terms = lambda r: (np.sum(r[0] * hx), 0.5 * np.sum(r[1] * gx), -np.sum(r[2] * Sx), vx)
U = EH / A0
for lab, v in zip(("D h^x", "Gamma g^x/2", "-F S^x", "V_nn^x"), terms(full)):
    print(f"gradient term {lab} = {v*U:.8e} N")
gr = [sum(terms(r)) for r in (full, nocouple, none)]
print(f"geometry step = {step*A0:.4e} m")
print(f"dE/dR_CC finite diff   = {g_fd*U:.7e} N")
print(f"dE/dR_CC full          = {gr[0]*U:.7e} N")
print(f"dE/dR_CC no Z coupling = {gr[1]*U:.7e} N")
print(f"dE/dR_CC no core-val   = {gr[2]*U:.7e} N")
print(f"error without block = {(gr[2]-g_fd)*U:.4e} N, tolerance = {tol*U:.1e} N")
assert abs(gr[0] - g_fd) < tol and abs(gr[2] - g_fd) > 5 * tol
print("ALL CHECKS PASSED")
```

Running it gives:

```
E_h = 4.3597447e-18 J, a0 = 5.2917721e-11 m, e = 1.6021766e-19 C
R_CC = 1.2030e-10 m, R_CH = 1.0630e-10 m, STO-3G, 12 MOs, 2 core, 5 valence
eps(1sg) = -4.795742e-17 J
eps(1su) = -4.794467e-17 J
eps(2sg) = -4.154808e-18 J
eps(2su) = -3.080834e-18 J
eps(3sg) = -2.650288e-18 J
eps(1pi_u) = -1.519619e-18 J
eps(1pi_u) = -1.519619e-18 J
E_HF = -3.306993039e-16 J
E_c frozen core = -7.3661318e-19 J
E_c all electron = -7.3941179e-19 J
rotation angle = 0.05 rad, core-valence pair = (3sg,1sg)
dE_c core-core, frozen core = 7.2e-31 J
dE_c val-val, frozen core = 2.8e-30 J
dE_c virt-virt, frozen core = -1.2e-30 J
dE_c core-val, all electron = 1.4e-30 J
dE_c core-val, frozen core = 3.80744e-21 J
X largest pair: formula 2.2454557e-20, finite diff 2.2454556e-20 J/rad
max|F-F^T|: full 3.8e-31, no coupling 2.074e-22, no block 1.123e-20 J
(2sg,1sg): X = -1.474402e-20 J/rad, gap = 4.380261e-17 J
   z = 3.366013e-04, D_iI = 1.683007e-04, q_iI = 2.101549e-22 m^2
   dkappa/deta = -1.587306e-05 rad m^2/J
(2su,1su): X = -1.624274e-20 J/rad, gap = 4.486384e-17 J
   z = 3.620453e-04, D_iI = 1.810227e-04, q_iI = -2.235777e-22 m^2
   dkappa/deta = -1.766555e-06 rad m^2/J
(3sg,1sg): X = 2.245456e-20 J/rad, gap = 4.530713e-17 J
   z = -4.956076e-04, D_iI = -2.478038e-04, q_iI = 4.332617e-22 m^2
   dkappa/deta = -1.053400e-05 rad m^2/J
field step eta = 1.5569e+00 J/m^2
dE/deta finite field    = 9.103716304e-20 m^2
dE/deta full density    = 9.103716305e-20 m^2
dE/deta no Z coupling   = 9.103691193e-20 m^2
dE/deta no core-val     = 9.103713686e-20 m^2
dE/deta unrelaxed gamma = 9.102419839e-20 m^2
direct part sum z q = -2.249346e-25 m^2
coupling part = 2.511247e-25 m^2
loss full-none = 2.619007e-26, sum X dkappa = 2.619007e-26 m^2
electronic Theta_zz = -1.4585762e-38 C m^2
gradient term D h^x = 1.57078299e-06 N
gradient term Gamma g^x/2 = -9.20629260e-07 N
gradient term -F S^x = -2.20252631e-08 N
gradient term V_nn^x = -6.29894839e-07 N
geometry step = 1.0584e-13 m
dE/dR_CC finite diff   = -1.7663726e-09 N
dE/dR_CC full          = -1.7663726e-09 N
dE/dR_CC no Z coupling = -1.7655095e-09 N
dE/dR_CC no core-val   = -1.7688243e-09 N
error without block = -2.4517e-12 N, tolerance = 4.1e-15 N
ALL CHECKS PASSED
```
